# Choosing Fermi-Dirac Occupations for Strain-Split Silicon Valleys

## What symmetry and dimensions fix

Adding one constant to every band edge of a crystal adds the same constant to its Fermi level $\mu$. So $\mu$ can be measured from the mean edge $\bar E$ of the six lowest conduction valleys of silicon, and strain then enters through the differences between the edges. Biaxial strain in the (001) plane leaves one difference: two valleys (Δ2) lie along the plane's normal at $E_2$, four (Δ4) lie in the plane at $E_4$, and $\Delta=E_4-E_2$. In atomic units, with $T$ standing for $k_BT$, the electron density $N$ can be compared only with the inverse cube of a thermal length, $(m_dT)^{3/2}$, where $m_d$ is a mass. Hence

$$\mu-\bar E=T\,\Phi\!\left(\frac{\Delta}{T},\frac{N}{(m_dT)^{3/2}}\right).$$

Symmetry adds one fact. At $\Delta=0$ the six valleys respond equally, so a small splitting that keeps their mean fixed cannot move $\mu$ to first order.

The setting discussed here is the choice of Fermi-Dirac occupations at fixed electron number. The user supplies an electronic temperature and a stopping tolerance, and the program searches for $\mu$. The formula already shows that the temperature is a physical input: it sets both arguments of $\Phi$.

## From strain to valley edges

Let the in-plane strain be $\varepsilon$, positive for tension, and let the surface be free to relax. Zero normal stress means $C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0$, so $\varepsilon_{zz}=-2(C_{12}/C_{11})\varepsilon$.

A valley along axis $a$ shifts by $\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\varepsilon_{aa}$. The first term is common to all valleys and cancels in the difference:

$$\Delta=\Xi_u(\varepsilon-\varepsilon_{zz})=\Xi_u\varepsilon\left(1+\frac{2C_{12}}{C_{11}}\right).$$

From here on $\bar E=0$, which requires $2E_2+4E_4=0$. Together with $E_4-E_2=\Delta$ this gives $E_2=-2\Delta/3$ and $E_4=\Delta/3$.

The example is n-type silicon beneath a silicide contact, with $10^{20}$ cm$^{-3}$ active donors at 300 K, where $T=0.02585$ eV. For $\Xi_u=9.0$ eV, $C_{12}/C_{11}=0.39$ and 1% tension,

$$\Delta=9.0\times0.01\times1.78=0.1602\ \text{eV},$$

so $E_2=-0.1068$ eV and $E_4=0.0534$ eV.

## The equation that the search solves

The valleys are taken as parabolic ellipsoids with strain-independent masses $m_l,m_t,m_t$. Each holds

$$n_v=2\int\frac{d^3k}{(2\pi)^3}\,\frac{1}{1+e^{(E-\mu)/T}},$$

where the 2 counts spin. Setting $k_i=\sqrt{m_i}\,q_i$ turns the energy above the edge into $q^2/2$ and gives $d^3k=m_d^{3/2}d^3q$, with $m_d=(m_lm_t^2)^{1/3}$. The mass anisotropy therefore enters through $m_d$ alone. With $q^2/2=Tx$, the volume element is $4\pi q^2dq=4\pi\sqrt2\,T^{3/2}\sqrt x\,dx$, and

$$n_v=\frac{\sqrt2}{\pi^2}(m_dT)^{3/2}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}}=N_vF_{1/2}(\eta),\qquad \eta=\frac{\mu-E_v}{T}.$$

Here $F_j(\eta)=\Gamma(j+1)^{-1}\int_0^\infty x^j\,dx/(1+e^{x-\eta})$. Since $\Gamma(3/2)=\sqrt\pi/2$, the prefactor is $N_v=2(m_dT/2\pi)^{3/2}$.

One $\mu$ serves all valleys because electrons can move between them. At fixed $n_2+n_4=N$ the free energy is $A_2(n_2)+A_4(N-n_2)$. Its derivative vanishes when $dA_2/dn_2=dA_4/dn_4$, that is, when the two chemical potentials agree. This is a minimum because each chemical potential rises with its own density.

With fully ionized donors and negligible holes, neutrality of the uniform bulk requires

$$n(\mu)=N_v\left[2F_{1/2}\!\left(\frac{\mu-E_2}{T}\right)+4F_{1/2}\!\left(\frac{\mu-E_4}{T}\right)\right]=N.$$

Every occupation rises with $\mu$, so $n(\mu)$ rises strictly from zero without limit and there is one root. This proof needs a monotonic occupation function. A smearing function that is not monotonic loses it.

## A bracket that strain cannot widen

Let $E_{\rm low}$ be the lower edge and $g_{\rm low}$ its number of valleys: 2 for $\Delta\ge0$, 4 for $\Delta<0$.

For the left end, $1/(1+e^{x-\eta})<e^{\eta-x}$ gives $F_{1/2}(\eta)<e^\eta$. No edge lies below $E_{\rm low}$, so $n(\mu)<6N_ve^{(\mu-E_{\rm low})/T}$. Where the right side equals $N$, the density is still too small.

For the right end, keep only the lower group. If $\eta>0$, the occupation is at least $1/2$ for $x\le\eta$, so

$$F_{1/2}(\eta)>\frac{2}{\sqrt\pi}\cdot\frac12\cdot\frac23\eta^{3/2}=\frac{2\eta^{3/2}}{3\sqrt\pi}.$$

Where $g_{\rm low}N_v$ times this bound equals $N$, the density is already too large. Therefore

$$E_{\rm low}+T\ln\frac{N}{6N_v}<\mu<E_{\rm low}+T\left(\frac{3\sqrt\pi N}{2g_{\rm low}N_v}\right)^{2/3}.$$

For a given sign of strain, the width does not depend on the size of $\Delta$.

With $m_l=0.92$ and $m_t=0.19$ electron masses, $m_d=0.3214$ and $N_v=4.573\times10^{18}$ cm$^{-3}$. Then $N/6N_v=3.64$, and the left end is $-0.1068+0.02585\ln3.64=-0.0734$ eV. The right end is $-0.1068+0.02585\,(2.659\times10.93)^{2/3}=0.1376$ eV. Bisection halves this 0.211 eV interval 41 times to bring it below $10^{-13}$ eV, and finds

$$\mu=0.0351\ \text{eV}=0.00129\ \text{hartree}.$$

The level lies 0.1419 eV above the Δ2 edge and 0.0183 eV below the Δ4 edge. The densities are $n_2=9.22\times10^{19}$ and $n_4=0.78\times10^{19}$ cm$^{-3}$. Integrating the occupations directly over the ellipsoids in $k$ space at this $\mu$ returns $N$ with a relative error of $-3.5\times10^{-13}$. Minimizing the free energy over $n_2$, without assuming a common level, gives the same Δ2 share, 0.9224.

## Choosing the stopping tolerance

An energy tolerance can be translated into a charge tolerance. Differentiating the occupation $f$ gives $df/d\eta=f(1-f)<f$, so $0<F_{1/2}'<F_{1/2}$ and

$$0<\frac{d\ln n}{d\mu}<\frac1T.$$

The midpoint of a final interval of width $w$ is at most $w/2$ from the root. Hence $|\ln(n/N)|\le w/2T$, and

$$\left|\frac{n}{N}-1\right|\le e^{w/2T}-1.$$

For a relative charge error below a small $\delta$, choose $w\le2T\ln(1+\delta)\approx2T\delta$. At 300 K, $\delta=10^{-6}$ needs $w\approx5.2\times10^{-8}$ eV, which 22 halvings of the example's bracket supply. At a lower temperature the same charge accuracy under this bound needs a proportionally smaller $w$.

A small charge residual certifies the root and nothing more. The equation has a root for every $\Delta$, so a wrong splitting conserves charge just as well as a right one.

## How the level follows strain

Since $df/d\eta=-df/dx$, integration by parts gives $F_{1/2}'=F_{-1/2}$; the boundary terms vanish. Differentiating the neutrality condition at fixed $N$ and $T$ then gives

$$\sum_vg_vF_{-1/2}(\eta_v)\left(\frac{d\mu}{d\Delta}-\frac{dE_v}{d\Delta}\right)=0.$$

Define the Δ2 share of $dn/d\mu$ as

$$w_2=\frac{2F_{-1/2}(\eta_2^*)}{2F_{-1/2}(\eta_2^*)+4F_{-1/2}(\eta_4^*)},\qquad \eta_{2,4}^*=\frac{\mu-E_{2,4}}{T}.$$

The edge derivatives are $-2/3$ and $1/3$, so

$$\frac{d\mu}{d\Delta}=-\frac23w_2+\frac13(1-w_2)=\frac13-w_2.$$

$F_{-1/2}$ increases with its argument. Thus $w_2>1/3$ for $\Delta>0$ and $w_2<1/3$ for $\Delta<0$: measured from the mean edge, $\mu$ is highest at zero strain and falls for either sign.

In the example $w_2=0.779$ and the slope is $-0.445$. A finite difference with steps of $\pm10^{-4}$ eV in $\Delta$ agrees to the six decimals printed. Measured from the Δ2 edge, the level rises instead, with slope $-0.445+2/3=0.221$. A quoted Fermi-level shift therefore needs its energy reference.

## The six-valley limit

Let $\eta_6$ solve $6N_vF_{1/2}(\eta_6)=N$, and write $\mu=T\eta_6+\delta\mu$. Expanding the neutrality condition to second order in the edges, with derivatives taken at $\eta_6$, gives

$$\sum_vg_v\left[F'_{1/2}\frac{\delta\mu-E_v}{T}+\frac12F''_{1/2}\frac{(\delta\mu-E_v)^2}{T^2}\right]=0.$$

The term linear in $E_v$ vanishes because $2E_2+4E_4=0$. So $\delta\mu$ is of order $\Delta^2$ and can be dropped inside the square. With

$$\sum_vg_vE_v^2=2\cdot\frac{4\Delta^2}{9}+4\cdot\frac{\Delta^2}{9}=\frac{4\Delta^2}{3},$$

the condition becomes $6F'_{1/2}\,\delta\mu/T+2F''_{1/2}\Delta^2/3T^2=0$, or

$$\delta\mu=-\frac{\Delta^2}{9T}\,\frac{F''_{1/2}(\eta_6)}{F'_{1/2}(\eta_6)}.$$

Averaging the solutions at $\Delta=\pm0.001$ eV, which removes odd powers of $\Delta$, gives a shift of $-9.956\times10^{-7}$ eV from direct solution and the same from the formula.

The populations respond sooner. To first order $\mu$ is fixed and $\eta$ in Δ2 rises by $2\Delta/3T$, so

$$\frac{n_2}{N}=\frac{2\left[F_{1/2}+F'_{1/2}\,2\Delta/3T\right]}{6F_{1/2}}=\frac13+\frac{2\Delta}{9T}\frac{F'_{1/2}}{F_{1/2}}.$$

An almost unchanged Fermi level is therefore no evidence that the valley populations are unchanged. The condition $\Delta\ll T$ suffices for both expansions.

## The two-valley limit and the meaning of strong strain

For large positive $\Delta$, let $2N_vF_{1/2}(\eta_2)=N$ and $\mu=E_2+T\eta_2+\delta\mu$. To first order in the small Δ4 density,

$$2F_{-1/2}(\eta_2)\frac{\delta\mu}{T}+4F_{1/2}\!\left(\eta_2-\frac{\Delta}{T}\right)=0.$$

When the last argument is well below zero, $F_{1/2}$ becomes an exponential, and

$$\delta\mu=-\frac{2T\,e^{\eta_2-\Delta/T}}{F_{-1/2}(\eta_2)}.$$

At $\Delta=0.4346$ eV, chosen as $T(\eta_2+11)$, formula and direct solution both give $-3.221\times10^{-7}$ eV.

Two conditions together make the correction exponentially small: $\Delta$ exceeds $T\eta_2$ by several $T$, and $\Delta$ is itself several $T$. The first can be relaxed when $\eta_2\gg1$: at 10 K and the same density, $\Delta=T\eta_2$ already leaves only 0.08% of the electrons in Δ4. The second matters for dilute electrons, where $\eta_2$ is negative: there $F_{-1/2}(\eta_2)\approx e^{\eta_2}$, and the correction becomes $-2Te^{-\Delta/T}$. In the example $\Delta/T=6.20$ looks large, but $\eta_2=5.81$. The two-valley limit without its correction, $\mu-E_2=T\eta_2$, gives 0.1502 eV, which is 0.008 eV too high, and it misses the 7.8% of electrons in Δ4.

Zero temperature makes the criterion sharp. Two valleys filled to energy $\epsilon_F$ hold $N=2(2m_d\epsilon_F)^{3/2}/3\pi^2$. The Δ4 valleys are empty once $\Delta$ reaches this $\epsilon_F$:

$$\Delta^*=\frac{(3\pi^2N/2)^{2/3}}{2m_d}.$$

Here $\Delta^*=0.154$ eV, or 0.96% strain. At 10 K the Δ4 share is 0.040 at $0.9\Delta^*$ and $1.9\times10^{-11}$ at $1.1\Delta^*$. At 1% strain the Δ4 electrons found at 300 K are thus thermal, and a calculation at a much lower electronic temperature would lose them. The margin of $\Delta$ over $\Delta^*$ is only 4%, so this conclusion depends on the parameters: with $\Xi_u=8.0$ eV, 2.7% of the electrons remain in Δ4 at 10 K.

At fixed density and 300 K the solutions are:

| Strain (%) | $\Delta$ (eV) | $\mu$ (eV) | Δ2 share |
|---:|---:|---:|---:|
| −1.0 | −0.160 | 0.037 | 0.006 |
| 0.0 | 0.000 | 0.065 | 0.333 |
| 0.5 | 0.080 | 0.059 | 0.665 |
| 1.0 | 0.160 | 0.035 | 0.922 |
| 2.0 | 0.320 | −0.063 | 0.99975 |

Compression approaches a four-valley limit, $\mu-E_4\to T\eta_4$ with $4N_vF_{1/2}(\eta_4)=N$. Since $\eta_4=3.50$, this limit is 0.0906 eV; the solution at −1% gives 0.0902 eV. Four valleys share the charge, so their Fermi energy is lower and a smaller splitting suffices.

Density matters too. At $10^{17}$ cm$^{-3}$ electrons, with 1% tension and 300 K held fixed, the Δ2 share is 0.996. There $F_{1/2}\approx e^\eta$, and the share reduces to $1/(1+2e^{-\Delta/T})$.

## Setting the model beside a real contact

An active density near $10^{20}$ cm$^{-3}$ and a strain near 1% are of the size met in heavily doped, strained silicon devices; the material parameters are rough typical values. Real devices break several assumptions, and the following estimates change one at a time.

**Nonparabolic bands.** With $E(1+\alpha E)=q^2/2$, the density of states gains the factor $\sqrt{1+\alpha E}\,(1+2\alpha E)$. For $\alpha=0.5$ eV$^{-1}$ the level drops by 0.009 eV and the Δ2 share becomes 0.94. This correction does not treat the zone boundary in detail. In the example the Δ2 ellipsoid at $\mu$ has a half-length $\sqrt{2m_l(\mu-E_2)}$ of about 1.85 nm$^{-1}$, while the valley minimum, roughly 0.85 of the way from Γ to X, lies only about 1.74 nm$^{-1}$ from X. Occupied states therefore reach X, where the two lowest conduction bands meet, and a calculated band structure is the safer source of the density of states there. A two-band $k\cdot p$ model about X, with the bands coupled by $k_xk_y/M$ and $1/M=1/m_t-1$, gives a drop of 0.013 eV and a share of 0.95, so the estimate of the drop is uncertain by about 0.004 eV.

**Exchange.** In an isotropic valley at zero temperature, unscreened exchange in a medium of permittivity $\epsilon$ shifts a state at the Fermi surface by

$$-\frac{1}{\epsilon}\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf k'|^2}=-\frac{k_F}{\pi\epsilon}\int_0^1q\ln\frac{1+q}{1-q}\,dq=-\frac{k_F}{\pi\epsilon}.$$

The last integral is 1: expanding the logarithm gives $\sum_{m\ge0}[1/(2m+1)-1/(2m+3)]$. With $k_F=(3\pi^2n_v)^{1/3}$ and $\epsilon=11.7$, the shifts are $-0.043$ eV in Δ2 and $-0.015$ eV in Δ4. One update of the splitting raises it to 0.189 eV and the Δ2 share to 0.97, the largest change in share among these estimates. The zero-temperature formula suits Δ2 but not Δ4, whose edge lies above $\mu$ at 300 K. With 300 K occupations, and the exchange shift averaged over states with weight $f(1-f)$, the shifts are $-0.042$ and $-0.006$ eV and the splitting is 0.196 eV; the share stays 0.97. Screening would weaken the effect and further iteration would alter it, so it is a size, not a bound.

**Deformation potential.** Raising $\Xi_u$ by 1 eV lowers $\mu$ by 0.009 eV and gives a share of 0.95.

**Holes and donor binding.** Even with the valence edge placed only 0.8 eV below the mean conduction edge, and a hole mass of one electron mass, the hole-to-donor ratio is about $2\times10^{-15}$. The product of the donor radius $\epsilon/m_d$ and $N^{1/3}$ is 0.89, above the rough Mott value of 0.25, which supports full ionization of active donors.

**The contact itself.** If a layer of width $W$ is taken to hold no electrons, Poisson's equation with field slope $4\pi N/\epsilon$ gives a band bending $V=2\pi NW^2/\epsilon$ across it. For 0.6 eV, $W=2.8$ nm, with an interface field $2V/W$ of about 4 MV/cm. This width is close to the mean donor spacing $N^{-1/3}=2.2$ nm, so the smooth-charge picture gives only an order of size. The true edge is gradual, because the electron density recovers over a finite distance. Local neutrality therefore fails inside this layer and for some distance beyond it, and the bulk search does not apply there.

The mean edge also moves. The strain trace is 1.22%, so each eV of hydrostatic deformation potential shifts all edges and $\mu$ together by 0.0122 eV. That shift cancels in the populations but not in a barrier measured from the metal. Strain-dependent masses, correlation and disorder are not estimated here, and contact resistivity needs a separate transport model.

## Guidance for the setting

- Use Fermi-Dirac occupations at the device temperature when valley populations are wanted. A temperature changed for numerical convenience changes $\Delta/T$ and $N/N_v$, and with them the answer.
- Choose the energy width from $w\le2T\ln(1+\delta)$.
- Check that the bracket ends give too little and too much charge when the bands are not parabolic. The extra states of the nonparabolic model keep the right end valid but can spoil the left.
- Replacing six valleys by two is safe when both $\Delta$ and $\Delta-T\eta_2$ are several $T$; otherwise check the Δ4 share directly. Once $\eta_2>0$, heavier doping at fixed temperature raises the strain this requires.
- Report $\mu$ with its energy reference, and report the valley shares beside it.

The full set of values is in the numerical output below.

## Computed values

```
Temperature: 300 K; kT: 0.025852 eV
Masses ml, mt, md: 0.92, 0.19, 0.3214 m_e
Xi_u: 9.0 eV; C12/C11: 0.39
Active donors: 1.00e+20 cm^-3
In-plane strain: 1.00 %
Normal strain: -0.780 %
Strain trace: 1.220 %
Splitting E4-E2: 0.16020 eV = 6.197 kT
Edges E2, E4: -0.10680, 0.05340 eV
One-valley DOS Nv: 4.5732e+18 cm^-3
Bracket: -0.073368 to 0.137602 eV
Bisection steps to 1e-13 eV: 41
Fermi level from mean edge: 0.035097 eV
Fermi level converted: 0.0012898 hartree
mu-E2, mu-E4: 0.141897, -0.018303 eV
n2: 9.22371e+19 cm^-3; share 0.92237
n4: 7.76285e+18 cm^-3; share 0.07763
k-space relative charge error: -3.5e-13
Free-energy minimum, n2 share: 0.92237
Response share w2: 0.77869
dmu/dsplit formula, difference: -0.445359, -0.445359
eta6, eta4, eta2: 2.52242, 3.50424, 5.81017
Six-valley mu: 0.065210 eV
Two-valley mu-E2: 0.150205 eV
Two-valley error at example: 0.008308 eV
Weak test split: 0.0010 eV
Weak shift direct, formula: -9.9557e-07, -9.9556e-07 eV
Strong test split: 0.43458 eV
Strong shift direct, formula: -3.2210e-07, -3.2210e-07 eV
T=0 emptying split: 0.15396 eV; strain 0.961 %
10 K n4 share at 0.9, 1.1 threshold: 0.03989, 1.9e-11
strain %, split eV, mu eV, mu-E2 eV, n2 share
-1.0, -0.16020, 0.036776, -0.070024, 0.00596
0.0, 0.00000, 0.065210, 0.065210, 0.33333
0.5, 0.08010, 0.058726, 0.112126, 0.66457
1.0, 0.16020, 0.035097, 0.141897, 0.92237
2.0, 0.32040, -0.063422, 0.150178, 0.99975
At 1.0e+17 cm^-3, n2 share: 0.99593
Nonparabolicity alpha: 0.50 eV^-1
Nonparabolic mu shift: -0.009106 eV; n2 share 0.94026
Relative permittivity: 11.7
Bare exchange, valleys 2, 4: -0.04346, -0.01512 eV
Exchange-adjusted split: 0.18855 eV; n2 share 0.96615
Xi_u +1 eV: mu shift -0.008558 eV; n2 share 0.95301
Hole test: gap 0.8 eV, mass 1.0 m_e
Hole/donor ratio: 2.3e-15
Mott parameter aB*N^(1/3): 0.894 (rough limit 0.25)
Depletion at 0.6 eV bending: 2.785 nm
```
